# Gauge covariance of the Schrödinger equation: verification in Python

```python
"""Gauge covariance of the Schroedinger equation (Hartree atomic units).
Part 1: symbolic 3D tests with generic functions: E, B invariant, pi'U = U pi,
 (i d/dt - H')U = U(i d/dt - H), j' = j, continuity equation.
Part 2: a 1D soft-core electron is propagated independently in three gauges;
 states, currents, <pi>, <p>, <H> are compared with the derived formulas."""
import numpy as np
import sympy as sp
from scipy.integrate import solve_ivp
from scipy import constants as sc

# ---------- Part 1: symbolic ----------
X = sp.symbols('x y z', real=True)
t, qs = sp.symbols('t q', real=True)
ms = sp.symbols('m', positive=True)
fn = lambda name: sp.Function(name)(*X, t)
psi, psib, chi, phi = fn('psi'), fn('psib'), fn('chi'), fn('phi')  # psib = conj psi
Vs = sp.Function('V')(*X)
A = [fn('A1'), fn('A2'), fn('A3')]
A2 = [A[k] + sp.diff(chi, X[k]) for k in range(3)]
phi2 = phi - sp.diff(chi, t)
U = sp.exp(sp.I*qs*chi)
is_zero = lambda e: sp.simplify(sp.expand(e)) == 0

def pi_s(f, Av, k, s=1):   # s = -1 gives the complex-conjugate operator
    return -s*sp.I*sp.diff(f, X[k]) - qs*Av[k]*f
def H_s(f, Av, ph, s=1):
    kin = sum(pi_s(pi_s(f, Av, k, s), Av, k, s) for k in range(3))/(2*ms)
    return kin + (Vs + qs*ph)*f
def j_s(f, fb, Av, k):
    return (fb*pi_s(f, Av, k) + f*pi_s(fb, Av, k, -1))/(2*ms)
def curl(Av, k):
    a, b = (k + 1) % 3, (k + 2) % 3
    return sp.diff(Av[b], X[a]) - sp.diff(Av[a], X[b])

for k in range(3):
    assert is_zero((-sp.diff(phi2, X[k]) - sp.diff(A2[k], t))
                   - (-sp.diff(phi, X[k]) - sp.diff(A[k], t)))
    assert is_zero(curl(A2, k) - curl(A, k))
    assert is_zero(pi_s(U*psi, A2, k) - U*pi_s(psi, A, k))
    assert is_zero(j_s(U*psi, psib/U, A2, k) - j_s(psi, psib, A, k))
assert is_zero(sp.I*sp.diff(U*psi, t) - H_s(U*psi, A2, phi2)
               - U*(sp.I*sp.diff(psi, t) - H_s(psi, A, phi)))
drho = psib*(-sp.I*H_s(psi, A, phi)) + psi*(sp.I*H_s(psib, A, phi, -1))
assert is_zero(drho + sum(sp.diff(j_s(psi, psib, A, k), X[k]) for k in range(3)))
print("symbolic 3D identities (fields, pi, Schroedinger, j, continuity): hold")

# ---------- Part 2: numerical ----------
q, m, a = -1.0, 1.0, 2.0
E0, om = 0.01, 0.057
beta, kap, Om = 1.0, 0.3, 0.1
T, h, N, L = 40.0, 0.01, 512, 160.0
dx = L/N
x = (np.arange(N) - N//2)*dx
i0 = N//2                                   # grid point x = 0
kx = 2*np.pi*np.fft.fftfreq(N, dx)
V = -1/np.sqrt(x**2 + a**2)
sk, ck = np.sin(kap*x), np.cos(kap*x)
Ef = lambda s: E0*np.sin(om*s)
AV = lambda s: -(E0/om)*(1 - np.cos(om*s))
# potentials (A, phi) of each gauge
gauges = {
    'L': (lambda s: 0*x, lambda s: -x*Ef(s)),
    'V': (lambda s: AV(s) + 0*x, lambda s: 0*x),
    'W': (lambda s: beta*kap*ck*np.sin(Om*s),
          lambda s: -x*Ef(s) - beta*Om*sk*np.cos(Om*s))}
# gauge functions relative to L at time T: chi, d chi/dx, d chi/dt
chis = {'L': (0*x, 0*x, 0*x),
        'V': (x*AV(T), AV(T) + 0*x, -x*Ef(T)),
        'W': (beta*sk*np.sin(Om*T), beta*kap*ck*np.sin(Om*T), beta*Om*sk*np.cos(Om*T))}
p_op = lambda f: np.fft.ifft(kx*np.fft.fft(f))
def H_op(f, s, g):
    Ax = gauges[g][0](s)
    u = p_op(f) - q*Ax*f
    return (p_op(u) - q*Ax*u)/(2*m) + (V + q*gauges[g][1](s))*f
mean = lambda f, Of: float(np.real(np.vdot(f, Of))*dx)

Tmat = np.fft.ifft((kx**2/(2*m))[:, None]*np.fft.fft(np.eye(N), axis=0), axis=0).real
ev, vec = np.linalg.eigh((Tmat + Tmat.T)/2 + np.diag(V))
psi0 = vec[:, 0]*np.sign(vec[i0, 0])/np.sqrt(dx)

pc = sc.physical_constants
au_t, au_E = pc['atomic unit of time'][0], pc['atomic unit of electric field'][0]
print(f"inputs: q = {q:.0f} e, m = {m:.0f} m_e, a = {a} bohr")
print(f"inputs: E0 = {E0} a.u., omega = {om} a.u., T = {T} a.u.")
print(f"inputs: beta = {beta} a.u., kappa = {kap} 1/bohr, Omega = {Om} a.u.")
print(f"grid: N = {N}, box = {L} bohr, dx = {dx} bohr, time difference h = {h} a.u.")
print(f"wavelength = {2*np.pi*sc.c*au_t/om*1e9:.1f} nm, T = {T*au_t*1e15:.4f} fs")
print(f"peak intensity = {0.5*sc.epsilon_0*sc.c*(E0*au_E)**2/1e4:.3e} W/cm^2")
print(f"ground energy = {ev[0]:.6f} hartree = {ev[0]*pc['Hartree energy in eV'][0]:.3f} eV")
print(f"omega T = {om*T:.4f} rad, Omega T = {Om*T:.4f} rad")
print(f"E(T) = {Ef(T):.6f} a.u., A_V(T) = {AV(T):.6f} a.u.")
print(f"A_W(x=0,T) = {gauges['W'][0](T)[i0]:.6f} a.u.")

R = {}
for g in gauges:
    sol = solve_ivp(lambda s, f: -1j*H_op(f, s, g), (0, T + h), psi0.astype(complex),
                    method='DOP853', t_eval=[T - h, T, T + h], rtol=1e-10, atol=1e-12)
    assert sol.success
    fm, f, fp = sol.y.T
    Ax, rho = gauges[g][0](T), abs(f)**2
    jc, jA = np.real(np.conj(f)*p_op(f))/m, -q*Ax*rho/m
    rho_dot = (abs(fp)**2 - abs(fm)**2)/(2*h)
    ddx = lambda u: np.real(1j*p_op(u))
    Hm = mean(f, H_op(f, T, g))
    R[g] = dict(f=f, rho=rho, jc=jc, jA=jA, j=jc + jA, x=mean(f, x*f),
                p=mean(f, p_op(f)), pi=mean(f, p_op(f) - q*Ax*f), H=Hm,
                mech=Hm - q*mean(f, gauges[g][1](T)*f),
                v=np.sum(x*rho_dot)*dx, cont=abs(rho_dot + ddx(jc + jA)).max(),
                cont_bad=abs(rho_dot + ddx(jc)).max())
    assert abs(rho.sum()*dx - 1) < 1e-8 and abs(f[0]) < 1e-6   # norm kept, edge empty

tol = 1e-6   # set by edge amplitude, ODE error and O(h^2) time differences
rL = R['L']
for g, r in R.items():
    c, cx, ct = chis[g]
    dev = abs(r['f'] - np.exp(1j*q*c)*rL['f']).max()
    dp, dH = q*np.sum(rL['rho']*cx)*dx, -q*np.sum(rL['rho']*ct)*dx
    assert dev < tol
    assert abs(r['rho'] - rL['rho']).max() < tol and abs(r['j'] - rL['j']).max() < tol
    assert abs(r['jc'] - rL['jc'] - q*cx*rL['rho']/m).max() < tol
    assert abs(r['pi'] - rL['pi']) < tol and abs(r['mech'] - rL['mech']) < tol
    assert abs(r['p'] - rL['p'] - dp) < tol and abs(r['H'] - rL['H'] - dH) < tol
    assert abs(m*r['v'] - r['pi']) < tol and r['cont'] < tol
    print(f"--- gauge {g} at t = T ---")
    print(f"max|psi - U psi_L| = {dev:.1e} bohr^-1/2, <x> = {r['x']:.6f} bohr")
    print(f"rho(0) = {r['rho'][i0]:.6f} 1/bohr, j(0) = {r['j'][i0]:.6f} a.u.")
    print(f"j parts at 0: gradient {r['jc'][i0]:.6f}, A term {r['jA'][i0] + 0:.6f} a.u.")
    print(f"<pi> = {r['pi']:.6f} a.u., m d<x>/dt = {m*r['v']:.6f} a.u.")
    print(f"<p> = {r['p']:.6f} a.u., <p> - <p>_L = {r['p'] - rL['p']:.6f} a.u.")
    print(f"formula q<dchi/dx> = {dp + 0:.6f} a.u.")
    print(f"<H> = {r['H']:.6f}, <pi^2/2m+V> = {r['mech']:.6f} hartree")
    print(f"<H> - <H>_L = {r['H'] - rL['H']:.6f}, -q<dchi/dt> = {dH + 0:.6f} hartree")
    print(f"continuity residual {r['cont']:.1e}, without A term {r['cont_bad']:.1e} a.u.")
    if g != 'L':   # controls: wrong phase sign fails, <p> really moves, A term needed
        wrong = abs(r['f'] - np.exp(-1j*q*c)*rL['f']).max()
        assert wrong > 1e-2 and abs(r['p'] - rL['p']) > 1e-2 and r['cont_bad'] > 1e-3
        print(f"control, wrong sign of phase: max deviation {wrong:.3f} bohr^-1/2")

# exception: even chi = beta cos(kappa x) acting on the real, even ground state
fe = np.exp(1j*q*beta*ck)*psi0
p_even = mean(fe, p_op(fe))
p2_0, p2_e = mean(psi0, p_op(p_op(psi0))), mean(fe, p_op(p_op(fe)))
p2_formula = q**2*np.sum(psi0**2*(beta*kap*sk)**2)*dx
assert abs(p_even) < 1e-9 and abs(p2_e - p2_0 - p2_formula) < 1e-9 and p2_formula > 1e-3
print("--- even chi = beta cos(kappa x), ground state ---")
print(f"|<p>'| = {abs(p_even):.1e} a.u.")
print(f"<p^2> = {p2_0:.6f}, <p^2>' = {p2_e:.6f} a.u.")
print(f"difference {p2_e - p2_0:.6f}, q^2<(dchi/dx)^2> = {p2_formula:.6f} a.u.")
print("ALL CHECKS PASSED")
```

Running it gives:

```
symbolic 3D identities (fields, pi, Schroedinger, j, continuity): hold
inputs: q = -1 e, m = 1 m_e, a = 2.0 bohr
inputs: E0 = 0.01 a.u., omega = 0.057 a.u., T = 40.0 a.u.
inputs: beta = 1.0 a.u., kappa = 0.3 1/bohr, Omega = 0.1 a.u.
grid: N = 512, box = 160.0 bohr, dx = 0.3125 bohr, time difference h = 0.01 a.u.
wavelength = 799.4 nm, T = 0.9676 fs
peak intensity = 3.509e+12 W/cm^2
ground energy = -0.370859 hartree = -10.092 eV
omega T = 2.2800 rad, Omega T = 4.0000 rad
E(T) = 0.007589 a.u., A_V(T) = -0.289689 a.u.
A_W(x=0,T) = -0.227041 a.u.
--- gauge L at t = T ---
max|psi - U psi_L| = 0.0e+00 bohr^-1/2, <x> = -0.230669 bohr
rho(0) = 0.260001 1/bohr, j(0) = 0.004771 a.u.
j parts at 0: gradient 0.004771, A term 0.000000 a.u.
<pi> = 0.024618 a.u., m d<x>/dt = 0.024618 a.u.
<p> = 0.024618 a.u., <p> - <p>_L = 0.000000 a.u.
formula q<dchi/dx> = 0.000000 a.u.
<H> = -0.371247, <pi^2/2m+V> = -0.369496 hartree
<H> - <H>_L = 0.000000, -q<dchi/dt> = 0.000000 hartree
continuity residual 5.5e-10, without A term 5.5e-10 a.u.
--- gauge V at t = T ---
max|psi - U psi_L| = 8.5e-08 bohr^-1/2, <x> = -0.230669 bohr
rho(0) = 0.260001 1/bohr, j(0) = 0.004771 a.u.
j parts at 0: gradient 0.080090, A term -0.075320 a.u.
<pi> = 0.024618 a.u., m d<x>/dt = 0.024618 a.u.
<p> = 0.314308 a.u., <p> - <p>_L = 0.289689 a.u.
formula q<dchi/dx> = 0.289689 a.u.
<H> = -0.369496, <pi^2/2m+V> = -0.369496 hartree
<H> - <H>_L = 0.001751, -q<dchi/dt> = 0.001751 hartree
continuity residual 5.7e-10, without A term 3.1e-02 a.u.
control, wrong sign of phase: max deviation 0.383 bohr^-1/2
--- gauge W at t = T ---
max|psi - U psi_L| = 6.6e-08 bohr^-1/2, <x> = -0.230669 bohr
rho(0) = 0.260001 1/bohr, j(0) = 0.004771 a.u.
j parts at 0: gradient 0.063802, A term -0.059031 a.u.
<pi> = 0.024618 a.u., m d<x>/dt = 0.024618 a.u.
<p> = 0.224829 a.u., <p> - <p>_L = 0.200211 a.u.
formula q<dchi/dx> = 0.200211 a.u.
<H> = -0.367520, <pi^2/2m+V> = -0.369496 hartree
<H> - <H>_L = 0.003727, -q<dchi/dt> = 0.003727 hartree
continuity residual 9.4e-10, without A term 2.7e-02 a.u.
control, wrong sign of phase: max deviation 0.288 bohr^-1/2
--- even chi = beta cos(kappa x), ground state ---
|<p>'| = 3.9e-16 a.u.
<p^2> = 0.095778, <p^2>' = 0.112513 a.u.
difference 0.016736, q^2<(dchi/dx)^2> = 0.016736 a.u.
ALL CHECKS PASSED
```
